# Why Membrane Subband Steps Absorb about Pi Times the Fine-Structure Constant

Suppose the absorption of a thin semiconductor membrane is estimated from its density of states alone. In the membrane treated below, the reduced mass grows from 0.035 electron masses for the first pair of subbands to 0.079 for the third. The joint density of states is proportional to that mass, so the third step in the spectrum should be more than twice as high as the first. Suppose instead that the estimate rests on the optical matrix element. Doubling its square should then double the absorption. Both predictions fail: in this model all these steps have the same height, 4.585 percent, which is $2\pi\alpha$, with $\alpha$ the fine-structure constant. Each estimate follows one factor and holds fixed others that the same band coupling changes.

## From absorbed power to a sum over states

Hartree atomic units are used, so the speed of light is $c=1/\alpha$. The membrane stands free in vacuum, is much thinner than the wavelength inside it, and is lit at normal incidence. Electrons are independent, the valence subbands are full and the conduction subbands empty.

Let the field in the membrane plane be $F_0\cos\omega t$ along $x$. The incident intensity is $cF_0^2/8\pi$. If absorption is weak and the membrane hardly disturbs the field, the absorbed power per area is $\tfrac12\sigma F_0^2$, where $\sigma$ is the real part of the sheet conductivity. The absorbed fraction is the ratio

$$A=\frac{\sigma F_0^2/2}{cF_0^2/8\pi}=4\pi\alpha\,\sigma .$$

The field shifts the in-plane wave vector $\mathbf k$ by an oscillating amount of amplitude $F_0/\omega$. The perturbation is this shift times the velocity $v_x=\partial H/\partial k_x$, and half of the amplitude belongs to the part that absorbs a photon. The golden rule gives each pair of states the rate $2\pi(F_0/2\omega)^2|v_x|^2\delta(\Delta E-\omega)$, with $\Delta E$ the transition energy. Multiplying by the photon energy $\omega$ and equating the total to $\tfrac12\sigma F_0^2$ gives

$$\sigma=\frac{\pi}{\omega}\sum\int\frac{d^2k}{(2\pi)^2}\,|v_x|^2\,\delta(\Delta E-\omega),$$

where the sum runs over pairs of subbands and spins. Near a threshold, $\Delta E=\omega_n+k^2/2\mu$ with reduced mass $\mu$. Since $k\,dk=\mu\,d(\Delta E)$, the integral of the delta function is $\mu/2\pi$ above threshold and zero below. With $W=\sum|v_x|^2$, averaged over the direction of $\mathbf k$, the step is

$$A=4\pi\alpha\,\frac{\pi}{\omega_n}\,W\,\frac{\mu}{2\pi}=2\pi\alpha\,\frac{W\mu}{\omega_n}.\qquad(1)$$

Three quantities that depend on the material and the thickness remain: $W$, $\mu$ and $\omega_n$.

## A membrane that can be solved

The Kane model keeps one $s$-like conduction orbital $S$ and three $p$-like valence orbitals $X,Y,Z$. The gap is $E_g$, and $p$ is the size of the momentum element between $S$ and $X$. Spin-orbit coupling is left out for now, so spin merely doubles every level.

Across a membrane of thickness $L$, let the envelopes of $S$, $X$ and $Y$ be $\sin qz$ and that of $Z$ be $\cos qz$, with $q=n\pi/L$ and $n=1,2,\dots$ These boundary conditions are part of the model. They differ from hard walls for all components, and they suit the coupling: $S$ couples to the derivative of $Z$, and the derivative of a cosine is a sine with the same $q$. Different $n$ therefore do not mix. A constant $Z$ envelope ($n=0$) is also allowed, but it has no $S$ partner and absorbs no light polarized in the plane.

With suitable phases of the orbitals, $S$ couples to $X,Y,Z$ with the real strengths $pk_x,\,pk_y,\,pq$. There is also a free-electron energy $K^2/2$, with $K^2=k^2+q^2$. It is the same for all four orbitals, so it changes neither the eigenvectors nor any energy difference at given $n$ and $\mathbf k$. Optical transitions conserve both, so it can be dropped here. Kept, it bends the heavy holes found below upward, because the remote bands that bend real heavy holes downward are missing. At large $n$ or $k$ these levels would even pass the first conduction subband, so full valence subbands are an assumption imposed on the model.

The three couplings form a vector of length $pK$. Hence $S$ couples to one valence combination, the one along $\mathbf K=(k_x,k_y,q)$. The two perpendicular combinations stay at energy zero: these are the heavy holes. The remaining problem is

$$\begin{pmatrix}E_g&pK\\pK&0\end{pmatrix},\qquad \text{energies } \frac{E_g}{2}\pm E,\qquad E=\sqrt{\frac{E_g^2}{4}+p^2K^2}.$$

The upper level is the conduction subband and the lower one the light hole. Let the conduction state have amplitude $a$ on $S$ and $b$ on the valence combination. The second row gives $pKa=(E+E_g/2)\,b$. Because $p^2K^2=(E-E_g/2)(E+E_g/2)$, this means $b^2/a^2=(E-E_g/2)/(E+E_g/2)$, and normalization yields

$$a^2=\frac{E+E_g/2}{2E},\qquad b^2=\frac{E-E_g/2}{2E}.$$

The heavy-hole transition energy is $\omega=E+E_g/2$, so $a^2=\omega/2E$.

For the mass, differentiate $E$ with respect to $k^2$: the result is $p^2/2E$. By definition it equals $1/2\mu$, so

$$\mu=\frac{E}{p^2}.$$

For the strength, $v_x$ contains $p$ times the operator that exchanges $S$ and $X$, plus $k_x$ times the identity, which connects no two different bands. At $k=0$ the heavy holes are pure $X$ and pure $Y$. Light polarized along $x$ connects $X$ to the $S$ part of the conduction state, with strength $p^2a^2$ for each spin. Thus $W=2p^2a^2$, and equation (1) becomes

$$A=2\pi\alpha\cdot\frac{1}{\omega_n}\cdot 2p^2\,\frac{\omega_n}{2E}\cdot\frac{E}{p^2}=2\pi\alpha .$$

The factor $p^2$ makes each transition stronger, but it also makes the conduction subband steeper, so that fewer states lie in a given energy interval. The energy $E$ lowers the $S$ weight and raises the mass. The threshold energy cancels as well, which is why higher steps are not weaker.

Two spin-degenerate heavy-hole subbands share this step. For a small $\mathbf k$ at angle $\varphi$ to $x$, one is polarized across $\mathbf k$ and the other along it. Their shares are $\sin^2\varphi$ and $\cos^2\varphi$, each one half on average. Each spin-degenerate hole subband therefore contributes $\pi\alpha$, or 2.29 percent.

## Numbers for three steps

Take the round parameters $E_g=0.02$ hartree (0.544 eV), $E_P=2p^2=0.8$ hartree (21.8 eV) and $L=200$ bohr (10.6 nm). Then $p=0.6325$ and $q=0.01571$ for $n=1$, so $pq=0.00993$ and

$$E=\sqrt{0.01^2+0.00993^2}=0.0141\ \text{hartree}.$$

The threshold is $0.0141+0.01=0.0241$ hartree, the mass is $0.0141/0.4=0.0352$, and the $S$ weight is $0.0241/0.0282=0.855$. For $n=3$ the threshold is 0.0414 hartree, the mass 0.0786 and the $S$ weight 0.659. Between these steps the mass rises by a factor 2.23, while $a^2/\omega_n$ falls by the same factor. Numerical diagonalization, with the density of states taken from the computed bands, gives 4.585 percent for $n=1$, 2 and 3.

Changing $E_P$ from 0.4 to 1.6 hartree lowers the first mass from 0.0611 to 0.0216. The mass does not fall by the full factor of four, because a larger $p$ also raises the confinement energy inside $E$. The step remains 4.585 percent.

## Between the steps

The plateaus are not flat. Away from $k=0$, the heavy hole polarized across $\mathbf k$ keeps its average share $\tfrac12$. The other must stay perpendicular to $\mathbf K$, so it tilts towards $Z$ and its share falls to $\tfrac12q^2/K^2$. The relations for $a^2$ and for $k\,dk/dE=E/p^2$ hold at every $k$, so the previous cancellation still works and leaves

$$A_{\rm heavy}=2\pi\alpha\left(1-\frac{k^2}{2K^2}\right).$$

At the threshold of $n=2$, the heavy-hole transition of $n=1$ has the same $E$ and hence the same $K$ as the new one, namely $K=2q$. Then $k^2=3q^2$ and the factor is $1-3/8=5/8$, which gives 2.87 percent. Far above threshold it tends to one half.

The light hole has amplitudes $-b$ on $S$ and $a$ on the valence combination. Its velocity element with the conduction state is

$$p\,\frac{k_x}{K}(a^2-b^2)=p\,\frac{k_x}{K}\,\frac{E_g}{2E}.$$

It vanishes at $k=0$, so this branch starts without a step. Its transition energy is $2E$, so $k\,dk/d(2E)=E/2p^2$. Averaging $k_x^2$ to $k^2/2$ and counting two spins,

$$A_{\rm light}=4\pi\alpha\cdot\frac{\pi}{2E}\cdot2p^2\left(\frac{E_g}{2E}\right)^2\frac{k^2}{2K^2}\cdot\frac{1}{2\pi}\,\frac{E}{2p^2}
=\pi\alpha\left(\frac{E_g}{2E}\right)^2\frac{k^2}{2K^2}.$$

At the second threshold this is 0.17 percent. The absorption just above it is thus $2.866+0.169+4.585=7.620$ percent, less than two full steps.

## What the cancellation needs

The model shows a cancellation; perturbation theory shows its condition. Consider one hole subband and one conduction subband, both spin-degenerate and isotropic in the plane. Each state has one optical partner, with momentum element of size $M$ for light along $x$. For small $k$, second-order theory gives the energy of a state $i$ as

$$E_i(k)=E_i+\frac{k^2}{2}+k^2\sum_j\frac{M_{ij}^2}{E_i-E_j}.$$

The two partners, separated by $\omega$, repel. The conduction state moves up by $k^2M^2/\omega$ and the hole state down by the same amount, while the free-electron term $k^2/2$ drops out of their difference. Since that difference grows as $k^2/2\mu$,

$$\frac1\mu=\frac{1}{\mu_{\rm pair}}+(\text{other bands}),\qquad \frac{1}{\mu_{\rm pair}}=\frac{4M^2}{\omega}.$$

Two spin pairs give $W=2M^2$, and equation (1) turns into

$$A=\frac{4\pi\alpha M^2\mu}{\omega}=\pi\alpha\,\frac{\mu}{\mu_{\rm pair}}.\qquad(2)$$

The step is $\pi\alpha$ when the reduced mass equals the value that the pair's mutual repulsion would give. This holds if no other band contributes, or if the other contributions cancel.

The first case is the two-band Kane model, with the hole $(X+iY)/\sqrt2$ of one spin and its mirror image of the other. Here $M^2=p^2/2$, so $\mu=\omega/2p^2=\omega/E_P$ and $A=\pi\alpha$. Its plateau can be found too. Each spin copy is a two-level Hamiltonian $\mathbf d\cdot\boldsymbol\sigma$ with Pauli matrices $\boldsymbol\sigma$, $\mathbf d=(uk_x,uk_y,g/2)$, $u=p/\sqrt2$ and threshold $g$. The squared element of $\sigma_x$ between the two levels is $1-d_x^2/d^2$. Averaged over directions, and with $2d=\omega$, it equals $\tfrac12(1+g^2/\omega^2)$. From $\omega^2=g^2+4u^2k^2$ follows $k\,dk/d\omega=\omega/4u^2$, hence

$$A=4\pi\alpha\cdot\frac{\pi}{\omega}\cdot2u^2\,\frac12\left(1+\frac{g^2}{\omega^2}\right)\frac{1}{2\pi}\,\frac{\omega}{4u^2}=\frac{\pi\alpha}{2}\left(1+\frac{g^2}{\omega^2}\right).$$

This was tested without the golden rule. Electrons of the two-band model were followed in time through a weak light pulse, and the energy they gained was divided by the incident energy. For $g=0.02$, $E_P=0.8$ and a photon energy of 0.026 hartree the result is 1.824 percent, and the formula averaged over the pulse spectrum gives the same to these digits. For $g=0.03$, $E_P=0.4$ and 0.036 hartree the two values are 1.941 and 1.942 percent.

The solvable membrane is an example of the second case. For $\mathbf k$ along $x$, the conduction subband pushes the $X$ hole down and adds $-2p^2a^2/\omega=-p^2/E$ to its curvature. The light hole lies $E-E_g/2$ below and contains $S$ with weight $b^2$. It pushes the $X$ hole up, with curvature $2p^2b^2/(E-E_g/2)=p^2/E$. The pushes cancel and the heavy hole stays flat. Averaged over directions, $M^2=p^2a^2/2$ for each hole subband, so $4M^2/\omega=p^2/E=1/\mu$, and the factor in (2) is one.

## Spin-orbit coupling makes it "about"

Spin-orbit coupling splits the valence states into heavy, light and split-off holes. Their $X,Y$ content gives $M^2=p^2/2$, $p^2/6$ and $p^2/3$ with the conduction states. Consider the in-plane couplings alone, a very large split-off energy, and heavy and light holes at nearly the same energy but still separated by more than their $k$-dependent shifts. The conduction curvature, without the free term, is then $2(p^2/2+p^2/6)/\omega=4p^2/3\omega$. The heavy hole contributes $p^2/\omega$ to $1/\mu$ and the light hole $p^2/3\omega$. With $1/\mu_{\rm pair}=4M^2/\omega$,

$$\frac{A_{\rm heavy}}{\pi\alpha}=\frac{2}{4/3+1}=\frac67,\qquad
\frac{A_{\rm light}}{\pi\alpha}=\frac{2/3}{4/3+1/3}=\frac25 .$$

The light-hole step is distinctly smaller because, in this limit, three fifths of its inverse reduced mass come from the other hole's push on the conduction band.

With a spin-orbit splitting of 0.015 hartree, and the $Z$ orbital lowered by 0.004 hartree to imitate confinement, the factors are 0.74 and 0.39, or 1.7 and 0.9 percent absorption. This estimate omits the mixing of holes by motion across the membrane. The solvable model shows that such motion can cancel the whole downward push on a heavy hole. If the heavy hole is simply taken as infinitely heavy, its factor becomes 1.14. The two estimates show the sensitivity and are not bounds. At this level $\pi\alpha$ is the scale of a heavy-hole step, not its precise value.

## The field inside a real slab

Equation (1) assumes that the electrons feel the incident field. For a thin slab of background permittivity $\varepsilon$, let $k_0=\omega/c$ and $s=4\pi\alpha\sigma$. The electric field is continuous across the sheet, so the reflected and transmitted amplitudes obey $1+r=t$. The magnetic field jumps by the sheet current, which includes the polarization current:

$$1-r=t\,[\,1+s-ik_0L(\varepsilon-1)\,].$$

Adding the two equations gives $t$, and the absorbed fraction is

$$s|t|^2=\frac{s}{(1+s/2)^2+[k_0L(\varepsilon-1)/2]^2}.$$

At the first threshold $k_0L=0.0352$. With $\varepsilon=12$ the second term is $0.193^2=0.037$ and the first is 1.046, so $s=4.585$ percent is reduced to 4.23 percent. A slab with the same absorption spread uniformly, in which the field varies across the thickness, gives 4.21 percent, so the thin-sheet formula is 0.4 percent too high relative to it. Both take $\sigma$ as real. A step in $s$ also brings a reactive part, which grows as $(s/\pi)\ln(1/|\omega-\omega_1|)$ near the threshold $\omega_1$ and adds to $k_0L(\varepsilon-1)$. Close to a sharp threshold it lowers the absorbed fraction by more than this 0.4 percent.

Attraction between electron and hole is absent from all these results. It can create bound-pair lines and change the absorption near threshold, where the steps are read off. Level broadening rounds the steps, and remote bands add further terms to $1/\mu$ in (2). The values behind the figures quoted here are in the numerical output below.

## Table of computed values

```
fine-structure constant alpha = 0.00729735
pi*alpha = 2.2925 percent
Two-band electrons driven by a pulse:
 gap 0.020, E_P 0.8, photon 0.026 hartree:
  absorptance driven 1.8235, formula 1.8240 percent
 gap 0.030, E_P 0.4, photon 0.036 hartree:
  absorptance driven 1.9411, formula 1.9420 percent
Confined Kane membrane without spin-orbit coupling:
 gap = 0.020 hartree = 0.544 eV
 E_P = 0.80 hartree = 21.77 eV
 thickness = 200 bohr = 10.58 nm
 p = 0.63246 a.u., q_1 = 0.015708 1/bohr
 n=1: threshold 0.02410 hartree, reduced mass 0.03524 m_e
  S weight 0.8547, two-doublet step 4.5850 percent
 n=2: threshold 0.03224 hartree, reduced mass 0.05561 m_e
  S weight 0.7248, two-doublet step 4.5850 percent
 n=3: threshold 0.04144 hartree, reduced mass 0.07859 m_e
  S weight 0.6590, two-doublet step 4.5851 percent
First step for other Kane energies:
 E_P 0.4 hartree: threshold 0.02222 hartree,
  reduced mass 0.06110 m_e, step 4.5850 percent
 E_P 0.8 hartree: threshold 0.02410 hartree,
  reduced mass 0.03524 m_e, step 4.5850 percent
 E_P 1.6 hartree: threshold 0.02725 hartree,
  reduced mass 0.02156 m_e, step 4.5850 percent
First-subband contributions at the second threshold:
 heavy holes 2.8657 percent
 light holes 0.1688 percent
In-plane model with spin-orbit coupling, step/(pi*alpha):
 spin-orbit splitting 0.015 hartree, Z shift 0.004 hartree
 heavy hole 0.7387, light hole 0.3909
 heavy hole taken infinitely heavy 1.1381
 large-splitting limit: heavy 0.8571, light 0.3998
Slab at first threshold, permittivity 12:
 vacuum phase k0*L = 0.03517 rad
 sheet value s = 4.5850 percent
 exact slab 4.2130, thin formula 4.2305 percent
```
